# Fourier transform of a tabulated local pseudopotential: cutoff radius and errors: a program that tests the result

```python
"""Fourier transform of a local pseudopotential by erf subtraction (eV, Angstrom).
Tests: algorithm vs damped definition (mu->0) vs closed form; independence of a;
G=0 term; derivative; bare-cut, truncation and bias errors; noise laws by Monte
Carlo; real rounding of a table to 7 significant digits; optimal cut radius."""
import numpy as np
from scipy import constants as sc
from scipy.special import erf, erfc, spherical_jn

pi = np.pi
hbar, c, m = sc.hbar*1e7, sc.c*1e2, sc.m_e*1e3        # cgs
e2_cgs = sc.alpha*hbar*c
a0 = hbar**2/(m*e2_cgs)*1e8
e2 = e2_cgs/(sc.e*1e7)*1e8
assert abs(a0/(sc.physical_constants['Bohr radius'][0]*1e10) - 1) < 1e-8
Z, rl, C1, C2, alat, Ne = 4, 0.185, -232.0, 33.0, 4.36, 8
h, n, nd, eps, delta = 0.0125, 1056, 7, 1e-7, 1e-6
b, Om, Ze2, Rmax = np.sqrt(2)*rl, alat**3/4, Z*e2, 100*a0
meV = 1e3*Ne/Om                                       # eV A^3 -> meV per cell

def V(r):
    return -Ze2*erf(r/b)/r + np.exp(-r*r/(2*rl*rl))*(C1 + C2*r*r/rl**2)
def F_closed(G):
    g2 = (G*rl)**2
    return np.exp(-g2/2)*(-4*pi*Ze2/G**2 + (2*pi)**1.5*rl**3*(C1 + C2*(3 - g2)))
alpha = 2*pi*Ze2*rl**2 + (2*pi)**1.5*rl**3*(C1 + 3*C2)
def trap(r):
    w = h*r.copy(); w[..., 0] /= 2; w[..., -1] /= 2
    return w
def kern(r, w, G):
    return 4*pi*w*r*r*np.sinc(G*r/pi)
def tail(G, a):
    return pi*Ze2*a*a if G == 0 else -4*pi*Ze2*np.exp(-G*G*a*a/4)/G**2
def F_alg(r, w, Vt, G, a=a0):                         # G = 0 returns alpha
    return np.sum(kern(r, w, G)*(Vt + Ze2*erf(r/a)/r), axis=-1) + tail(G, a)
def gauss(R, width=0.25):                             # panel Gauss-Legendre on [0,R]
    x, w = np.polynomial.legendre.leggauss(16)
    k = int(np.ceil(R/width)); d = R/k
    return (d*(np.arange(k)[:, None] + (x + 1)/2)).ravel(), np.tile(w*d/2, k)
def trunc(R, a=a0):
    x = R/a
    return 4*pi*Ze2*a*a*((0.25 - x*x/2)*erfc(x) + x*np.exp(-x*x)/(2*np.sqrt(pi)))
def ulp(v):
    return 10.0**(np.floor(np.log10(np.abs(v))) - nd + 1)

r = Rmax*np.exp(-h*np.arange(n, -1, -1.0)); w = trap(r); Vt = V(r)
print(f"e = {np.sqrt(e2_cgs):.6e} statC, e^2 = {e2_cgs:.6e} erg cm = {e2:.6f} eV A")
print(f"a = a0 = {a0:.6f} A, Z = {Z}, Z e^2 = {Ze2:.5f} eV A")
print(f"r_l = {rl} A, b = {b:.5f} A, C1 = {C1} eV, C2 = {C2} eV")
print(f"lattice const = {alat} A, Omega = {Om:.4f} A^3, N_e = {Ne}")
print(f"grid: h = {h}, points = {n+1}, r0 = {r[0]:.3e} A, Rmax = {Rmax:.4f} A")
print(f"1 eV A^3 in alpha = {meV:.2f} meV per cell")

# definition: damped integral extrapolated to mu = 0
rg, wg = gauss(4000.0); Vg = V(rg); Eg = erf(rg/a0)/rg
mus = np.array([0.08, 0.06, 0.04, 0.02, 0.01])
def damped(f, G):
    k = kern(rg, wg, G)*f
    return np.polyfit(mus/0.08, [np.sum(k*np.exp(-mu*rg)) for mu in mus], 4)[-1]
shells = {"111": 3, "200": 4, "220": 8}
for name, s in shells.items():
    G = 2*pi*np.sqrt(s)/alat
    Fa, Fd = F_alg(r, w, Vt, G), damped(Vg, G)
    assert abs(damped(Eg, G) - 4*pi*np.exp(-G*G*a0*a0/4)/G**2) < 1e-6
    assert abs(Fa - Fd) < 1e-5 and abs(Fa - F_closed(G)) < 1e-7
    for a in (0.4, 0.8):
        assert abs(F_alg(r, w, Vt, G, a) - Fa) < 1e-7
    print(f"({name}) G = {G:.5f} 1/A: short = {Fa-tail(G,a0):.6f}, tail = {tail(G,a0):.6f} eV A^3")
    print(f"   F alg = {Fa:.6f}, closed = {F_closed(G):.6f}, mu->0 = {Fd:.6f} eV A^3; F/Omega = {Fa/Om:.6f} eV")
G1 = 2*pi*np.sqrt(3)/alat

# G = 0 term and derivative
r5, w5 = gauss(5.0, 0.1)
al = F_alg(r, w, Vt, 0)
assert abs(al - np.sum(4*pi*w5*r5**2*(V(r5) + Ze2/r5))) < 1e-7 and abs(al - alpha) < 1e-7
assert abs(F_alg(r, w, Vt, 0.01) + 4*pi*Ze2/0.01**2 - al) < 1e-4   # O(G^2) remainder
print(f"alpha: short = {al-tail(0,a0):.6f}, pi Z e^2 a^2 = {tail(0,a0):.6f}, sum = {al:.6f} eV A^3")
print(f"N_e alpha/Omega = {al*meV:.3f} meV")
kd = -4*pi*w*r**3*spherical_jn(1, G1*r)
dF = kd @ (Vt + Ze2*erf(r/a0)/r) + 4*pi*Ze2*np.exp(-(G1*a0)**2/4)*(2/G1**3 + a0**2/(2*G1))
dfd = (F_closed(G1 + 1e-4) - F_closed(G1 - 1e-4))/2e-4
assert abs(dF - dfd) < 1e-5
print(f"dF/dG(111) = {dF:.5f} (finite difference {dfd:.5f}) eV A^4")

# bare cut, truncation, bias
for R in (10*a0, Rmax):
    rr, ww = gauss(R)
    err = np.sum(kern(rr, ww, G1)*V(rr)) - F_closed(G1)
    assert abs(err - 4*pi*Ze2*np.cos(G1*R)/G1**2) < 1e-6
    db = F_alg(rr, ww, V(rr) - delta*Ze2*erf(rr/b)/rr, G1) - F_closed(G1)
    fb = -4*pi*delta*Ze2*(np.exp(-(G1*b)**2/4) - np.cos(G1*R))/G1**2
    assert abs(db - fb) < 1e-8
    print(f"R = {R:.4f} A: bare-cut error (111) = {err:.4f}, bias (111) = {fb:.3e} eV A^3")
print(f"bare-cut amplitude 4 pi Z e^2/G^2 (111) = {4*pi*Ze2/G1**2:.4f} eV A^3")
for x in (3.0, 3.5):
    rr, ww = gauss(x*a0, 0.1)
    assert abs((F_alg(rr, ww, V(rr), 0) - alpha)/trunc(x*a0) - 1) < 1e-5
    assert abs(F_alg(rr, ww, V(rr), G1) - F_closed(G1)) < trunc(x*a0)
asym = lambda x: 2*np.sqrt(pi)*Ze2*a0**2*np.exp(-x*x)/x
assert abs(asym(5.0)/trunc(5*a0) - 1) < 0.06          # next term is about 1/x^2
print(f"truncation R=3a: exact {trunc(3*a0):.4e}, asymptotic {asym(3.0):.4e} eV A^3")

# relative noise: Monte Carlo vs exact sum vs asymptotic laws
rng = np.random.default_rng(1)
ws = h*r*np.where(np.arange(n+1) % 2, 4, 2)/3; ws[0] /= 2; ws[-1] /= 2   # Simpson
K = np.array([kern(r, w, 0), kern(r, w, G1), kd, kern(r, ws, 0)]).T
runs = [(Vt*(1 + eps*rng.standard_normal((2000, n+1))) + Ze2*erf(r/a0)/r) @ K for _ in range(10)]
mc = np.vstack(runs).std(axis=0)
ex = eps*np.sqrt((Vt**2) @ K**2)
A = 2*pi*eps*Ze2*np.sqrt(h)
law = np.array([A*Rmax**2, A*Rmax/G1, A*Rmax**2/(np.sqrt(2)*G1)])
assert np.all(abs(mc/ex - 1) < 0.03)                  # MC error 0.5 percent
assert np.all(abs(mc[:3]/law - 1) < 0.04)             # plus O(h), O(1/GR) end terms
assert abs(mc[3]/mc[0] - np.sqrt(10/9)) < 0.015
print(f"relative noise eps = {eps}, R = Rmax, G R h (111) = {G1*Rmax*h:.3f}, 20000 samples")
for i, lab in enumerate(("alpha [eV A^3]", "F(111) [eV A^3]", "dF/dG [eV A^4]")):
    print(f"   sigma {lab}: MC {mc[i]:.4e}, sum {ex[i]:.4e}, law {law[i]:.4e}")
print(f"   Simpson/trapezoid: MC {mc[3]/mc[0]:.4f}, sqrt(10/9) = {np.sqrt(10/9):.4f}")

# real rounding on randomly shifted grids: error/sigma must have unit variance
z = {0: [], G1: []}
for _ in range(8):
    rs = r*np.exp(-rng.uniform(0, 0.1, (500, 1))); wr = trap(rs)
    v = V(rs); u = ulp(v); vr = np.round(v/u)*u
    for G in z:
        sig = np.sqrt(np.sum((kern(rs, wr, G)*u)**2, axis=1)/12)
        z[G].append((F_alg(rs, wr, vr, G) - (alpha if G == 0 else F_closed(G)))/sig)
for G in z:
    zz = np.concatenate(z[G])
    assert abs(zz.std() - 1) < 0.05 and abs(zz.mean()) < 0.08   # 4000 samples
    print(f"{nd}-digit rounding, G = {G:.3f} 1/A: error/sigma mean {zz.mean():.3f}, std {zz.std():.3f}")

# worked table: values written with 7 digits and read back
Vr = np.array([float(f"{v:.{nd-1}e}") for v in Vt]); u = ulp(Vt)
assert np.all(abs(Vr - Vt) <= 0.5000001*u)
def sigma_cut(k, G):
    return np.sqrt(np.sum((kern(r[:k], trap(r[:k]), G)*u[:k])**2)/12)
ks = np.arange(np.searchsorted(r, 2.5*a0), np.searchsorted(r, 6*a0))
tot = [np.hypot(trunc(r[k-1]), sigma_cut(k, 0)) for k in ks]
kopt = ks[int(np.argmin(tot))]
assert ks[0] < kopt < ks[-1]
print(f"optimal R = {r[kopt-1]:.4f} A = {r[kopt-1]/a0:.3f} a0, rms error = {min(tot)*meV:.4f} meV")
print(f"alpha errors in meV per cell ({nd} digits; bias for delta = {delta}):")
print("  R[A]    R/a0   trunc      sigma      actual     bias")
cuts = sorted([kopt] + [int(np.searchsorted(r, x*a0*1.000001)) for x in (3, 5, 10, 30, 100)])
for k in cuts:
    rk = r[:k]; wk = trap(rk); R = rk[-1]
    tr = trunc(R) if R < 8*a0 else 0.0
    s0, act = sigma_cut(k, 0), F_alg(rk, wk, Vr[:k], 0) - alpha
    assert abs(act - tr) < 0.02*tr + 5*s0             # 0.02: trapezoid end term
    bias = F_alg(rk, wk, Vt[:k] - delta*Ze2*erf(rk/b)/rk, 0) - F_alg(rk, wk, Vt[:k], 0)
    fb = -2*pi*delta*Ze2*(R*R - b*b/2)
    assert abs(bias/fb - 1) < 1e-3
    print(f"{R:7.3f} {R/a0:7.2f} {tr*meV:9.2e} {s0*meV:10.2e} {act*meV:10.2e} {fb*meV:10.2e}")
print("F(111)/Omega errors in meV: R[A], sigma, actual")
for k in cuts:
    rk = r[:k]; s1 = sigma_cut(k, G1)
    act = F_alg(rk, trap(rk), Vr[:k], G1) - F_closed(G1)
    assert abs(act) < 5*s1 + (trunc(rk[-1]) if rk[-1] < 8*a0 else 0.0)
    print(f"{rk[-1]:7.3f} {1e3*s1/Om:10.2e} {1e3*act/Om:10.2e}")
print(f"V(Rmax) = {Vr[-1]:.6f} eV, last-digit unit u = {u[-1]:.0e} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
e = 4.803205e-10 statC, e^2 = 2.307078e-19 erg cm = 14.399645 eV A
a = a0 = 0.529177 A, Z = 4, Z e^2 = 57.59858 eV A
r_l = 0.185 A, b = 0.26163 A, C1 = -232.0 eV, C2 = 33.0 eV
lattice const = 4.36 A, Omega = 20.7205 A^3, N_e = 8
grid: h = 0.0125, points = 1057, r0 = 9.793e-05 A, Rmax = 52.9177 A
1 eV A^3 in alpha = 386.09 meV per cell
(111) G = 2.49605 1/A: short = -41.870261, tail = -75.108626 eV A^3
   F alg = -116.978887, closed = -116.978887, mu->0 = -116.978887 eV A^3; F/Omega = -5.645573 eV
(200) G = 2.88220 1/A: short = -39.193324, tail = -48.709067 eV A^3
   F alg = -87.902390, closed = -87.902390, mu->0 = -87.902390 eV A^3; F/Omega = -4.242298 eV
(220) G = 4.07604 1/A: short = -30.558673, tail = -13.614908 eV A^3
   F alg = -44.173581, closed = -44.173581, mu->0 = -44.173581 eV A^3; F/Omega = -2.131882 eV
alpha: short = -51.548247, pi Z e^2 a^2 = 50.671520, sum = -0.876728 eV A^3
N_e alpha/Omega = -338.497 meV
dF/dG(111) = 93.16114 (finite difference 93.16114) eV A^4
R = 5.2918 A: bare-cut error (111) = 93.0323, bias (111) = -1.139e-05 eV A^3
R = 52.9177 A: bare-cut error (111) = 115.0611, bias (111) = 1.063e-05 eV A^3
bare-cut amplitude 4 pi Z e^2/G^2 (111) = 116.1753 eV A^3
truncation R=3a: exact 2.1394e-03, asymptotic 2.3521e-03 eV A^3
relative noise eps = 1e-07, R = Rmax, G R h (111) = 1.651, 20000 samples
   sigma alpha [eV A^3]: MC 1.1182e-02, sum 1.1261e-02, law 1.1330e-02
   sigma F(111) [eV A^3]: MC 8.5817e-05, sum 8.5780e-05, law 8.5782e-05
   sigma dF/dG [eV A^4]: MC 3.1689e-03, sum 3.1709e-03, law 3.2098e-03
   Simpson/trapezoid: MC 1.0590, sqrt(10/9) = 1.0541
7-digit rounding, G = 0.000 1/A: error/sigma mean 0.006, std 0.995
7-digit rounding, G = 2.496 1/A: error/sigma mean -0.003, std 0.999
optimal R = 2.0518 A = 3.877 a0, rms error = 0.0058 meV
alpha errors in meV per cell (7 digits; bias for delta = 1e-06):
  R[A]    R/a0   trunc      sigma      actual     bias
  1.578    2.98  9.23e-01   2.75e-03   9.27e-01  -3.43e-01
  2.052    3.88  1.58e-03   5.60e-03   3.09e-03  -5.83e-01
  2.635    4.98  7.33e-08   1.16e-02   1.46e-02  -9.65e-01
  5.240    9.90  0.00e+00   9.11e-02  -1.32e-02  -3.83e+00
 15.741   29.75  0.00e+00   2.75e-01  -2.13e-01  -3.46e+01
 52.918  100.00  0.00e+00   9.39e+00  -4.98e+00  -3.91e+02
F(111)/Omega errors in meV: R[A], sigma, actual
  1.578   1.24e-04  -2.29e-02
  2.052   1.76e-04   6.25e-05
  2.635   2.04e-04   3.97e-05
  5.240   7.13e-04  -2.04e-04
 15.741   1.17e-03  -1.24e-04
 52.918   7.82e-03  -1.95e-03
V(Rmax) = -1.088455 eV, last-digit unit u = 1e-06 eV
ALL CHECKS PASSED
```
